# Plane-Wave Diagonalisation of a Moire Hamiltonian with a Symmetric Cutoff

## Result

A continuum moire Hamiltonian for two twisted Dirac layers can be diagonalised in plane waves by keeping, at each Bloch momentum, all waves with $|\mathbf p|<\Lambda$. Here $\mathbf p$ is measured from the Dirac point of the layer that carries the wave. This disc has two useful properties.

1. At the moire corner $K$ the Dirac doublet is degenerate and sits at zero energy for every such $\Lambda$, even a very small one.
2. Let $X$ hold the two computed flat-band vectors and let $R$ be the part of $HX$ that leaves the disc. Then the full Hamiltonian has two levels, paired with the computed ones, at distances of at most $\|R\|$.

The first property says nothing about the accuracy of other quantities. The second supplies that information.

## The model

The fields $\psi_1,\psi_2$ are two-component sublattice spinors, one per layer, in one valley:

$$(H\psi)_1=-i\hbar v\,\boldsymbol\sigma\cdot\nabla\psi_1+T^\dagger(\mathbf r)\psi_2,\qquad (H\psi)_2=-i\hbar v\,\boldsymbol\sigma\cdot\nabla\psi_2+T(\mathbf r)\psi_1,$$

$$T(\mathbf r)=\sum_{j=1}^3T_je^{i\mathbf q_j\cdot\mathbf r},\qquad T_j=w_0+w_1\,\mathbf n_j\cdot\boldsymbol\sigma .$$

With $\varphi_j=2\pi(j-1)/3$, the directions are $\mathbf n_j=(\cos\varphi_j,\sin\varphi_j)$ and $\mathbf q_j=k_\theta\hat{\mathbf q}_j$, where $\hat{\mathbf q}_j=(\sin\varphi_j,-\cos\varphi_j)$. Thus $\mathbf n_j\perp\hat{\mathbf q}_j$ and $\sum_j\mathbf n_j=\sum_j\mathbf q_j=0$. For lattice constant $a$ and twist $\theta$, $k_\theta=(8\pi/3a)\sin(\theta/2)$. Real $w_0$ and $w_1$ couple equal and opposite sublattices.

The model omits interactions, the other valley, lattice relaxation beyond $w_0\neq w_1$, and the rotation of the sublattice matrices by $\pm\theta/2$. All statements below concern this model.

The numerical example uses round parameters: $a=0.25$ nm, $v=10^6$ m/s, $\theta=1.2^\circ$, $w_0=80$ meV and $w_1=110$ meV. They give $k_\theta=0.3509$ nm$^{-1}$ and the energy unit $\varepsilon=\hbar vk_\theta=231.0$ meV. The dimensionless couplings are $\alpha_0=w_0/\varepsilon=0.346$ and $\alpha_1=w_1/\varepsilon=0.476$.

## Four momenta by hand

Put the Bloch momentum at the Dirac point of layer 1, which is the moire point $K$. The wave $\mathbf p=0$ of layer 1 couples to the waves $\mathbf p=\mathbf q_j$ of layer 2. The next waves lie at distance $\sqrt3k_\theta$, so a disc with $k_\theta<\Lambda<\sqrt3k_\theta$ keeps these four momenta and gives an $8\times8$ matrix. Its eigenvalue equations are

$$\sum_jT_jc_j=Ec_0,\qquad \varepsilon\,\hat{\mathbf q}_j\cdot\boldsymbol\sigma\,c_j+T_jc_0=Ec_j,$$

since $T_j^\dagger=T_j$. Try $E=0$. Because $(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)^2=1$, the second equation gives

$$c_j=-\frac1\varepsilon(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)T_jc_0 .$$

The first equation then requires $\sum_jT_j(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)T_jc_0=0$. Perpendicular Pauli components anticommute, so the terms in $w_0w_1$ cancel, and $(\mathbf n_j\cdot\boldsymbol\sigma)(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)(\mathbf n_j\cdot\boldsymbol\sigma)=-\hat{\mathbf q}_j\cdot\boldsymbol\sigma$. Hence

$$\sum_jT_j(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)T_j=(w_0^2-w_1^2)\sum_j\hat{\mathbf q}_j\cdot\boldsymbol\sigma=0 .$$

Any two-component $c_0$ works, so there are two zero-energy states. If $w_0^2\neq w_1^2$, dropping one of the three outer waves would spoil the sum.

Now shift the Bloch momentum by a small $\mathbf k$ with the same four waves. The perturbation is $\hbar v\mathbf k\cdot\boldsymbol\sigma$ on each wave. First-order degenerate perturbation theory needs the norm and the matrix element in the space labelled by $c_0$. The norm is

$$c_0^\dagger\Big[1+\frac1{\varepsilon^2}\sum_jT_j^2\Big]c_0=(1+3\alpha_0^2+3\alpha_1^2)\,c_0^\dagger c_0,$$

because $T_j^2=w_0^2+w_1^2+2w_0w_1\mathbf n_j\cdot\boldsymbol\sigma$ and the last term sums to zero.

For the matrix element write $\mathbf k=k_q\hat{\mathbf q}_j+k_n\mathbf n_j$. Then

$$Y_j\equiv(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)(\mathbf k\cdot\boldsymbol\sigma)(\hat{\mathbf q}_j\cdot\boldsymbol\sigma)=k_q\hat{\mathbf q}_j\cdot\boldsymbol\sigma-k_n\mathbf n_j\cdot\boldsymbol\sigma,$$

$$T_jY_jT_j=w_0^2Y_j-2w_0w_1k_n-w_1^2\,\mathbf k\cdot\boldsymbol\sigma .$$

The last term arises because conjugation by $\mathbf n_j\cdot\boldsymbol\sigma$ reverses the $\hat{\mathbf q}_j$ part of $Y_j$ and keeps the $\mathbf n_j$ part. Summing over $j$, the middle term vanishes since $\sum_j\mathbf n_j=0$. The first vanishes too: $Y_j=[2(\hat{\mathbf q}_j\cdot\mathbf k)\hat{\mathbf q}_j-\mathbf k]\cdot\boldsymbol\sigma$, and $\sum_j(\hat{\mathbf q}_j\cdot\mathbf k)\hat{\mathbf q}_j=\tfrac32\mathbf k$. What remains is a Dirac cone with velocity

$$\frac{v^*}{v}=\frac{1-3\alpha_1^2}{1+3\alpha_0^2+3\alpha_1^2}.$$

For vanishing coupling $v^*=v$, as it must be. In this small basis the velocity vanishes at $\alpha_1=1/\sqrt3$.

The example gives $v^*/v=0.320/2.040=0.157$. The converged value is $0.1145$, or $v^*=1.145\times10^5$ m/s, so the four-wave velocity is 37% too large relative to it. The same matrix has a perfect doublet. A correct degeneracy is therefore no evidence of a converged dispersion.

## The general matrix

Let $\boldsymbol\kappa$ be the Bloch momentum from the Dirac point of layer 1. Reciprocal vectors $\mathbf G$ are integer combinations of $\mathbf q_2-\mathbf q_1$ and $\mathbf q_3-\mathbf q_1$. The waves are

$$\text{layer 1: }\mathbf p=\boldsymbol\kappa+\mathbf G,\qquad\text{layer 2: }\mathbf p=\boldsymbol\kappa+\mathbf q_1+\mathbf G .$$

Each wave has the diagonal block $\hbar v\,\mathbf p\cdot\boldsymbol\sigma$, and $T_j$ takes $\mathbf p$ in layer 1 to $\mathbf p+\mathbf q_j$ in layer 2. The momenta form a honeycomb lattice with nearest-neighbour links. The special points are $K$ at $\boldsymbol\kappa=0$, $K'$ at $-\mathbf q_1$, $\Gamma$ at $\mathbf q_1$ and $M$ at $-\mathbf q_1/2$.

A reciprocal cell has area $\tfrac{3\sqrt3}2k_\theta^2$ and contains two momenta with two components each. The matrix dimension is therefore roughly

$$N\approx\frac{8\pi}{3\sqrt3}\frac{\Lambda^2}{k_\theta^2}=4.84\,\frac{\Lambda^2}{k_\theta^2}.$$

At $\Lambda=7.51k_\theta$ this estimates 273; the actual dimension at $\Gamma$ is 276.

## Why the disc protects the doublet

**Rotation.** Let $C_3$ rotate momenta by $120^\circ$ and set $U=e^{2\pi i\sigma_z/3}$. Then $U(\mathbf a\cdot\boldsymbol\sigma)U^\dagger=(C_3\mathbf a)\cdot\boldsymbol\sigma$, so $U$ turns $T_j$ into the next $T_j$, just as $C_3$ turns $\mathbf q_j$ into the next $\mathbf q_j$. Define $(Dc)_{\mathbf p}=Uc_{C_3^{-1}\mathbf p}$. At $K$ and $\Gamma$ the momenta of each layer are mapped onto themselves, and $D$ commutes with the truncated $H$ if the kept set is also mapped onto itself. A disc about $\mathbf p=0$ satisfies this. Since $D^3=1$, its eigenvalues are $1$, $\omega=e^{2\pi i/3}$ and $\omega^*$.

**Conjugation.** Let $\Theta=\sigma_x\mathcal K$, with $\mathcal K$ complex conjugation of the coefficients. Since $\sigma_x(\mathbf a\cdot\boldsymbol\sigma)^*\sigma_x=\mathbf a\cdot\boldsymbol\sigma$ for real $\mathbf a$, $\Theta$ commutes with $H$. It acts at each momentum separately, so any cutoff preserves it. Also $\sigma_xU^*\sigma_x=U$, hence $\Theta D=D\Theta$. If $Dc=\omega c$, then

$$D\Theta c=\Theta(\omega c)=\omega^*\Theta c .$$

The states $c$ and $\Theta c$ have the same energy and different eigenvalues of $D$. They are orthogonal, and the level is a doublet.

The number $n_\omega$ of doublets follows from a trace. If $n_1$ states have $D=1$, then $n_1+2n_\omega=N$ and $n_1-n_\omega=\operatorname{tr}D$. Only a momentum fixed by $C_3$ contributes to the trace. At $K$ this is $\mathbf p=0$, with $\operatorname{tr}U=-1$; at $\Gamma$ there is none. Thus

$$n_\omega(K)=\frac{N+1}3,\qquad n_\omega(\Gamma)=\frac N3 .$$

For $\Lambda=3.51k_\theta$ these are $63/3=21$ and $48/3=16$, in agreement with separate diagonalisation of the sectors.

**Zero energy.** Let $m\mathbf p=(-p_x,p_y)$ and $(Ac)_{\mathbf p}=\zeta\sigma_xc_{m\mathbf p}$, with $\zeta=+1$ in layer 1 and $-1$ in layer 2. The diagonal block changes sign because

$$\sigma_x[(m\mathbf p)\cdot\boldsymbol\sigma]\sigma_x=-\mathbf p\cdot\boldsymbol\sigma .$$

In the coupling, $m$ exchanges $\mathbf q_2$ and $\mathbf q_3$ while $\sigma_x$ exchanges $T_2$ and $T_3$, and the factors $\zeta$ supply a minus sign. Hence $AH(\boldsymbol\kappa)A^{-1}=-H(m\boldsymbol\kappa)$.

At $K$, $ADA^{-1}=D^{-1}$, since a reflection reverses a rotation. The antiunitary $B=A\Theta$ then reverses the energy, and for $Dc=\omega c$

$$DBc=BD^{-1}c=B(\omega^*c)=\omega Bc .$$

So $B$ pairs $E$ with $-E$ inside the $\omega$ sector. The disc contains $\mathbf p=0$ and $s$ triplets of momenta, so $N=2+6s$ and $n_\omega=1+2s$ is odd. An odd number of levels symmetric about zero must include zero. Its partner lies in the $\omega^*$ sector, which completes the doublet.

These steps also show what can destroy the result. A mass $\sigma_z$ in both layers breaks $\Theta$, which removes the protection of the degeneracy. Opposite potentials on the two layers keep $D$ and $\Theta$ but break the energy reversal $A$: the doublet survives but is no longer tied to zero. The omitted rotation of the sublattice matrices by $\pm\theta/2$ acts the same way: with the example parameters it keeps the doublet but moves it about 1.7 meV from zero. The zero energy is thus a property of this model, not of a real twisted bilayer.

**A set with the wrong centre.** Suppose the list is chosen as a disc at $\Gamma$ and reused at $K$. There it is the disc $|\mathbf p+\mathbf q_1|<\Lambda$, which lacks the threefold rotation about $\mathbf p=0$. The computed doublet splits by 2.4 meV at $\Lambda=2.51k_\theta$, by 0.061 meV at $3.51k_\theta$ and by 0.0012 meV at $4.51k_\theta$. This is truncation error, and it is not a gap at all: the list still respects $\Theta$, and with the list held fixed the crossing survives but is displaced from $K$, by $0.037k_\theta$ at $\Lambda=2.51k_\theta$ and $0.0011k_\theta$ at $3.51k_\theta$. With the centred disc the splitting stays at rounding level, below $10^{-12}$ meV.

## How fast the waves die out

Take an eigenvector with energy $E$. At momentum $\mathbf p$, $(E-\hbar v\,\mathbf p\cdot\boldsymbol\sigma)c_{\mathbf p}$ equals the sum of three coupling terms. The left side has norm at least $(\hbar v|\mathbf p|-|E|)|c_{\mathbf p}|$, each coupling matrix has norm $w_0+w_1$ for positive couplings, and each neighbour has momentum at least $|\mathbf p|-k_\theta$. If $M(\rho)$ is the largest amplitude with $|\mathbf p|\ge\rho$, then

$$M(\rho)\le\frac{3(w_0+w_1)}{\hbar v\rho-|E|}\,M(\rho-k_\theta),\qquad \hbar v\rho>|E| .$$

Repeated use multiplies growing denominators and gives factorial decay. For the upper flat level at $\Gamma$ the factor at $\rho=7k_\theta$ is $570/(1617-32)=0.36$. It drops below one only for $\rho>2.6k_\theta$, so the estimate promises no decay in a smaller disc. A smaller twist lowers $\varepsilon$, so the estimate then needs a larger $\Lambda/k_\theta$ to promise the same decay.

## A certificate for the levels

A Dirac Hamiltonian is unbounded below, and the flat levels lie in mid-spectrum. Enlarging the basis need not lower them. At $\Gamma$ the upper level is 32.5241, 31.5765 and 31.5776 meV for $\Lambda/k_\theta=2.51$, $3.51$ and $4.51$: it falls, then rises.

Let $X$ contain the two flat vectors, padded with zeros outside the disc, and let $E$ be the diagonal matrix of their energies. Then

$$HX=XE+R,\qquad X^\dagger X=1,\qquad X^\dagger R=0 .$$

The last relation holds because $R$ lives outside the disc. Since links have length $k_\theta$, $R$ requires just the waves between $\Lambda$ and $\Lambda+k_\theta$, and no larger diagonalisation. Define $F=RX^\dagger+XR^\dagger$. Then

$$(H-F)X=XE+R-R=XE,\qquad F^2=RR^\dagger+XR^\dagger RX^\dagger .$$

Thus $E$ contains true levels of $H-F$. The two terms of $F^2$ act on orthogonal spaces, so $\|F\|=\|R\|$. Now restore $F$ gradually through $H-F+tF$ with $0\le t\le1$. Each level, followed continuously, moves at a rate equal to the expectation value of $F$ in its normalised eigenvector, which is at most $\|F\|$ in size. The total shift is therefore at most $\|F\|=\|R\|$, and the argument needs no lowest level. This proves the bound. It does not by itself prove that the paired levels are the intended bands; comparison with a larger disc checks that.

The error can also be bounded quadratically. Let $N_\perp$ be $H$ restricted to the complement of $X$. For a true level $\lambda$ with components $x$ and $y$ in the two spaces,

$$\lambda x=Ex+R^\dagger y,\qquad \lambda y=Rx+N_\perp y .$$

If $\lambda$ is not in the spectrum of $N_\perp$, eliminating $y$ gives

$$\lambda x=\big[E+R^\dagger(\lambda-N_\perp)^{-1}R\big]x .$$

The correction has norm at most $\|R\|^2/d$, where $d$ is the distance from $\lambda$ to the spectrum of $N_\perp$. Within a gap of $N_\perp$ the bracket's eigenvalues fall as $\lambda$ rises, so each meets $\lambda$ at most once. If both true levels lie in that gap, they pair in order with the computed ones. Finding $d$ needs a larger basis, so the linear bound is the practical certificate.

For the upper level at $\Gamma$, with errors relative to the $7.51k_\theta$ calculation:

| $\Lambda/k_\theta$ | $N$ | error (meV) | $\lVert R\rVert$ (meV) |
|---|---|---|---|
| 2.51 | 24 | 0.95 | 73 |
| 3.51 | 48 | 0.0011 | 24 |
| 4.51 | 108 | 0.00002 | 1.4 |
| 6.51 | 192 | 0.00000002 | 0.041 |

The bounds are safe but loose. At $4.51k_\theta$ the quadratic bound is 0.043 meV, still far above the error.

The residual was also tested in real space. The cell-averaged norm of $(H-E)\psi$, with derivatives taken by finite differences, agrees with the plane-wave value of 12.718 meV at a generic momentum for $\Lambda=3.51k_\theta$.

## The algorithm and the bandwidth

1. At each $\boldsymbol\kappa$, keep all waves with $|\mathbf p|<\Lambda$. Choose $\Lambda$ away from shell radii, where rounding could keep part of a symmetry triplet.
2. Build and diagonalise the matrix, take the two middle levels, and compute $R$.
3. Enlarge $\Lambda$ until the largest $\|R\|$ on the momentum grid meets the target. Check the band identity with a larger disc.
4. Refine the momentum grid separately.

The set changes with $\boldsymbol\kappa$, so a level can jump when a wave enters. If both values are paired with the same true level, the jump is at most the sum of their residual norms. For a numerical derivative, hold the set fixed.

The total flat bandwidth is the highest upper level minus the lowest lower level. Provided the paired true levels are the flat bands, each end errs by at most the largest $\|R\|$, so on a fixed grid the bandwidth errs by at most twice that value. At $\Lambda=7.51k_\theta$ the $6\times6$ grid gives

$$W=63.16\ \text{meV}=1.012\times10^{-20}\ \text{J},$$

with a truncation bound of $2\times0.0047=0.0094$ meV. This is twice the $\Gamma$ level, $2\times31.578$ meV, so the extremes on this grid lie at $\Gamma$. At $M$ the levels are $\pm10.50$ meV. On the same grid the next higher band starts 41.8 meV above the flat pair, which makes the pair easy to identify there. This is not the exact band gap: the next band has its minimum between grid points, about $0.16k_\theta$ from $\Gamma$, and the separation there is about 38 meV, nearly 4 meV smaller.

At $\Lambda=4.51k_\theta$ an $18\times18$ grid reproduces the $6\times6$ bandwidth to all printed digits. Both grids contain $\Gamma$, so this shows only that no added point lies beyond the $\Gamma$ levels; it does not bound the bands between grid points. The certificate likewise covers the truncation of this model, not the approximations made in writing it down. The full convergence data are in the numerical output below.

## Computed results

```
inputs: a = 0.25 nm, v = 1.00e+06 m/s, twist = 1.2 deg
inputs: w0 = 80 meV, w1 = 110 meV
k_theta = 0.35091 nm^-1; moire period = 11.937 nm
hbar v k_theta = 230.975 meV; alpha0 = 0.3464, alpha1 = 0.4762
K, cutoff 3.51: N = 62, doublets = 21, largest pair mismatch = 1.6e-12 meV
Gamma, cutoff 3.51: N = 48, doublets = 16, largest pair mismatch = 6.8e-13 meV
K doublet splitting (meV): cutoff/k_theta, symmetric set, Gamma-centred set, its |R|
  2.51  2.8e-13  2.421e+00  1.343e+02
  3.51  3.8e-13  6.113e-02  6.473e+01
  4.51  9.7e-14  1.164e-03  6.304e+00
  5.51  2.7e-13  6.249e-06  1.551e+00
  6.51  4.5e-14  1.274e-06  2.715e-01
v*/v four momenta: formula 0.15663, numerical slope 0.15663
v*/v converged = 0.11453; v* = 1.1453e+05 m/s
residual at generic momentum, cutoff 3.51: real space 12.717975 meV, plane waves 12.717975 meV
Gamma reference: cutoff 7.51, N = 276, levels -31.5775879, 31.5775879 meV, |R| = 2.47e-03 meV
Gamma: cutoff/k_theta, N, upper flat level, true error, |R|, |R|^2/d (meV)
  2.51   24  32.5240979  9.47e-01  7.34e+01  not used
  3.51   48  31.5765250  1.06e-03  2.38e+01  1.29e+01
  4.51  108  31.5776080  2.01e-05  1.37e+00  4.29e-02
  5.51  144  31.5775903  2.46e-06  2.84e-01  1.84e-03
  6.51  192  31.5775879  2.03e-08  4.14e-02  3.91e-05
largest amplitude at |p| >= rho (Gamma, upper flat level), and its bound
  rho = 4 k_theta: 2.04e-03, bound 5.37e-03
  rho = 5 k_theta: 3.39e-04, bound 1.04e-03
  rho = 6 k_theta: 3.22e-05, bound 1.42e-04
  rho = 7 k_theta: 3.75e-06, bound 1.16e-05
6 x 6 grid: cutoff/k_theta, total flat bandwidth, true error, largest |R| (meV)
  2.51  65.048196  1.89e+00  7.82e+01
  3.51  63.153050  2.13e-03  2.38e+01
  4.51  63.155216  4.02e-05  3.26e+00
  5.51  63.155181  4.92e-06  4.69e-01
  6.51  63.155176  4.06e-08  5.39e-02
  7.51  63.155176  reference  4.71e-03
bandwidth at cutoff 4.51 on 18 x 18 grid = 63.155216 meV
gap from flat to next higher band on 6 x 6 grid = 41.8242 meV
flat levels at M = -10.50043, 10.50043 meV
converged total bandwidth = 63.1552 meV = 1.0119e-20 J
```
